# Density Cutoff and Multigrid Assignment for Gaussian Products

## Definitions and conventions

Atomic units are used in the algebra. In the Gaussian and plane-wave method, orbitals are expanded in Gaussians, while the electron density is also represented on a regular grid so that Poisson's equation can be solved by Fourier transformation. The elementary object placed on the grid is a product of two primitive Gaussians with exponents \(a,b\) and centres \(\mathbf A,\mathbf B\). Its **product exponent** is \(p=a+b\).

The cell is a periodic cube of edge \(L\) and volume \(V=L^3\). The Fourier transform is

\[
\hat g(\mathbf G)=\int g(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\]

A grid of spacing \(h\) distinguishes wave vectors in the cube \(|G_x|,|G_y|,|G_z|\le \pi/h\), except that matching points on opposite faces are equivalent. The largest sphere inside this cube has radius \(\pi/h\), so the grid has the cutoff

\[
E=\frac{1}{2}\left(\frac{\pi}{h}\right)^2=\frac{\pi^2}{2h^2}. \tag{1}
\]

This is a cutoff for the density, not for orbitals. Two tolerances, both small compared with 1, are fixed for all products: \(\varepsilon\) is the permitted Fourier amplitude at the cutoff relative to the amplitude at \(\mathbf G=0\), and \(\delta\) is the value at the edge of the real-space support relative to the value at the centre. The number of points per Gaussian, \(N\), means the support volume divided by \(h^3\). An actual count fluctuates slightly about \(N\), because a sphere cuts a lattice irregularly.

The grids are numbered from the finest, \(i=1\), to the coarsest, \(i=M\), with

\[
E_i=E_1\,\alpha^{-(i-1)},\qquad \alpha>1. \tag{2}
\]

## Theorem

Let the primitives be s functions, and let \(\kappa=2\ln(1/\varepsilon)\).

**(a)** The cutoff required by a product of exponent \(p\) is \(E_c(p)=\kappa p\).

**(b)** On a grid with precisely this cutoff, the number of points per Gaussian is independent of \(p\):

\[
N_0=\frac{32}{3\pi^2}\left[\ln\frac1\delta\,\ln\frac1\varepsilon\right]^{3/2}. \tag{3}
\]

**(c)** If \(E_M/\alpha<\kappa p\le E_1\), the coarsest grid that meets the requirement is

\[
i(p)=1+\left\lfloor \log_\alpha\frac{E_1}{\kappa p}\right\rfloor , \tag{4}
\]

and on it \(N_0\le N<\alpha^{3/2}N_0\).

With a discrete set of grids, the number of points per Gaussian is thus bounded rather than strictly constant.

## Lemma 1: the product and its transform

*The product of the two primitives is \(g(\mathbf r)=K e^{-p|\mathbf r-\mathbf P|^2}\), with \(\mathbf P=(a\mathbf A+b\mathbf B)/p\) and \(K=e^{-ab|\mathbf A-\mathbf B|^2/p}\). Its transform is*

\[
\hat g(\mathbf G)=K\left(\frac{\pi}{p}\right)^{3/2}e^{-G^2/4p}\,e^{-i\mathbf G\cdot\mathbf P}. \tag{5}
\]

*Proof.* Expanding the exponent and completing the square gives

\[
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2
=p|\mathbf r-\mathbf P|^2+aA^2+bB^2-pP^2 .
\]

The constant is

\[
\frac{(a+b)(aA^2+bB^2)-|a\mathbf A+b\mathbf B|^2}{p}
=\frac{ab\,(A^2+B^2-2\mathbf A\cdot\mathbf B)}{p}
=\frac{ab}{p}|\mathbf A-\mathbf B|^2 ,
\]

which gives \(K\). For the transform, set \(\mathbf s=\mathbf r-\mathbf P\), which produces the phase \(e^{-i\mathbf G\cdot\mathbf P}\), and use

\[
-ps^2-i\mathbf G\cdot\mathbf s=-p\left(\mathbf s+\frac{i\mathbf G}{2p}\right)^2-\frac{G^2}{4p}.
\]

The integrand is analytic and decays at large real part, so the integration contour can be shifted back to the real axis. The remaining integral is \((\pi/p)^{3/2}\). ∎

The separation of the centres affects the size and phase of the product, but not its relative Fourier width. That width depends on \(p\) alone.

## Lemma 2: truncation and aliasing have one condition

*Let \(\varepsilon_h=e^{-(\pi/h)^2/4p}\). Relative to the amplitude at \(\mathbf G=0\), every component omitted by the grid is at most \(\varepsilon_h\), and the error of every retained component is at most \(\varepsilon_h+O(\varepsilon_h^2)\).*

*Proof.* Omitted wave vectors lie outside the cube, so \(G\ge\pi/h\), and (5) gives the first claim.

For the second, the periodic sum of Gaussians has Fourier coefficients \(\hat g(\mathbf G)/V\). At a grid point \(\mathbf r_j=h\mathbf j\), with \(\mathbf j\) an integer vector, the waves \(\mathbf G\) and \(\mathbf G+2\pi\mathbf m/h\) have equal values for every integer vector \(\mathbf m\). The discrete transform therefore returns

\[
c(\mathbf G)=\frac1V\sum_{\mathbf m}\hat g\!\left(\mathbf G+\frac{2\pi\mathbf m}{h}\right). \tag{6}
\]

The terms with \(\mathbf m\ne0\) are aliases. Write \(\mathbf G=(\pi/h)\mathbf u\) with \(|u_x|,|u_y|,|u_z|\le1\). An alias has relative amplitude \(\varepsilon_h^{|\mathbf u+2\mathbf m|^2}\). If \(m_x\neq0\), then \(|u_x+2m_x|\ge1\), and likewise for the other components, so each alias is at most \(\varepsilon_h\).

It remains to show that two aliases cannot both be this large. Take two different aliases, \(\mathbf v=\mathbf u+2\mathbf m\) and \(\mathbf w=\mathbf u+2\mathbf m'\). The integer vectors \(\mathbf m\), \(\mathbf m'\) and \(\mathbf m-\mathbf m'\) cannot all have length 1, since two different unit integer vectors differ by a vector of squared length 2 or 4. Hence some pair among \(\mathbf u,\mathbf v,\mathbf w\) has a squared distance of at least \(4\times2=8\). For any two vectors, \(|\mathbf x|^2+|\mathbf y|^2\ge\frac12|\mathbf x-\mathbf y|^2\), so the squared lengths of that pair add up to at least 4, and the longer of the two has squared length at least 2. Since \(\mathbf u\) is no longer than \(\mathbf v\) or \(\mathbf w\), at least one alias has squared length 2 or more. At most one alias can therefore exceed \(\varepsilon_h^2\), and the rapidly convergent remainder is \(O(\varepsilon_h^2)\). ∎

The value \(\varepsilon_h\) is reached at a face centre, \(\mathbf u=(1,0,0)\), whose alias is \((-1,0,0)\). What the grid fails to represent just outside one face reappears just inside the opposite face with the same magnitude.

## Proof of the theorem

**Part (a).** By Lemma 2, the tolerance is met, to leading order in \(\varepsilon\), when \(\varepsilon_h\le\varepsilon\). If \(\varepsilon_h>\varepsilon\), components just outside the face centres exceed the tolerance, so the condition is also necessary when \(\mathbf G\) is treated as continuous. At the limit, with \(G_c=\pi/h\),

\[
e^{-G_c^2/4p}=\varepsilon
\;\Rightarrow\;
G_c^2=4p\ln\frac1\varepsilon
\;\Rightarrow\;
E_c=\frac{G_c^2}{2}=2p\ln\frac1\varepsilon=\kappa p. \tag{7}
\]

**Part (b).** The support radius follows from \(e^{-pR^2}=\delta\), and the matched spacing from \(h=\pi/G_c\):

\[
R=\sqrt{\frac{\ln(1/\delta)}{p}},\qquad
h=\frac{\pi}{\sqrt{4p\ln(1/\varepsilon)}},\qquad
\frac Rh=\frac2\pi\sqrt{\ln\frac1\delta\,\ln\frac1\varepsilon}. \tag{8}
\]

Both lengths scale as \(p^{-1/2}\), so \(p\) cancels. Then

\[
N_0=\frac{4\pi}{3}\left(\frac Rh\right)^3
=\frac{4\pi}{3}\,\frac{8}{\pi^3}\left[\ln\frac1\delta\,\ln\frac1\varepsilon\right]^{3/2},
\]

which is (3).

**Part (c).** Grid \(i\) is admissible if \(E_i\ge\kappa p\). By (2) this means

\[
\alpha^{\,i-1}\le\frac{E_1}{\kappa p}
\quad\Longleftrightarrow\quad
i-1\le\log_\alpha\frac{E_1}{\kappa p}.
\]

The largest such integer is given by (4). The assumed range of \(\kappa p\) ensures \(1\le i\le M\). At fixed \(p\), the number of points varies as \(h^{-3}\), and by (1) as \(E^{3/2}\), so

\[
N_i(p)=N_0\left(\frac{E_i}{\kappa p}\right)^{3/2}. \tag{9}
\]

Since \(i\) is the largest admissible index, \(E_i\ge\kappa p>E_i/\alpha\), that is \(1\le E_i/\kappa p<\alpha\). Inserting this in (9) gives the bounds. ∎

## Remarks on the multigrid

**One grid.** If every product is placed on the finest grid, (9) gives \(N_1=N_0(E_1/\kappa p)^{3/2}\propto p^{-3/2}\). The smoothest products, which need the least resolution, then cost the most.

**Mean cost.** Suppose \(\ln p\) is uniformly distributed over the range served by one grid. Then \(s=\ln(E_i/\kappa p)\) is uniform on \([0,\ln\alpha)\), and

\[
\langle N\rangle=\frac{N_0}{\ln\alpha}\int_0^{\ln\alpha}e^{3s/2}\,ds
=N_0\,\frac{\alpha^{3/2}-1}{\tfrac32\ln\alpha}. \tag{10}
\]

**Choice of \(\alpha\).** As \(\alpha\to1\), both the upper bound and the mean tend to \(N_0\), which is the strictly constant limit. The price is the number of grids. Grid \(i\) has a number of points proportional to \(E_i^{3/2}\), so the total storage relative to the finest grid is below

\[
\sum_{i=1}^{\infty}\alpha^{-3(i-1)/2}=\frac{1}{1-\alpha^{-3/2}}, \tag{11}
\]

which diverges as \(\alpha\to1\).

**Outside the range.** If \(\kappa p>E_1\), no grid is fine enough and the tolerance is violated; a finer first grid is needed. If \(\kappa p\le E_M/\alpha\), the product stays on grid \(M\). It is represented accurately, but its cost grows again as \(p^{-3/2}\).

**Recombination.** Each grid collects its own products and is transformed once. Its coefficients are copied to the same wave vectors of the finest reciprocal grid, with zeros elsewhere, and the contributions are added. By linearity, this is the transform of the total density, with each product in error by its own truncation and aliasing, and by the real-space cut at the edge of its support. The cut need not be negligible: for \(\delta=10^{-5}\), the part of a Gaussian outside the support holds \(4.0\times10^{-5}\) of its integral. Poisson's equation is then solved once, \(v(\mathbf G)=4\pi\rho(\mathbf G)/G^2\) for \(\mathbf G\ne0\). The omitted \(\mathbf G=0\) term corresponds to a uniform neutralizing background.

For matrix elements the path is reversed. The potential is restricted to the wave vectors of grid \(i\), transformed to real space there, and summed against the products assigned to that grid. The components of \(v\) that are dropped would have multiplied product amplitudes of relative size at most \(\varepsilon\).

## Remarks on the scope of proportionality

**Scaling.** Suppose a family of functions has the form \(f_p(\mathbf r)=F(\sqrt p\,\mathbf r)\). Its transform is \(p^{-3/2}\hat F(\mathbf G/\sqrt p)\), so any error measured relative to the function itself depends on \(G_c/\sqrt p\), hence on \(E_c/p\). Part (a) is one case of this. The constant depends on \(F\) and on the error measure; the proportionality does not.

**Angular momentum.** Let \(S_l\) be a solid harmonic, a homogeneous polynomial of degree \(l\) that satisfies Laplace's equation. Completing the square as in Lemma 1 gives

\[
\int S_l(\mathbf r)e^{-pr^2-i\mathbf G\cdot\mathbf r}d^3r
=e^{-G^2/4p}\int S_l\!\left(\mathbf r-\frac{i\mathbf G}{2p}\right)e^{-pr^2}d^3r .
\]

The average of a harmonic polynomial over a sphere is its value at the centre. Both sides of that identity are polynomials in the centre, so it also holds for a complex centre. The integral is therefore \((\pi/p)^{3/2}(-i/2p)^l S_l(\mathbf G)\). The squared amplitude varies as \(G^{2l}e^{-G^2/2p}\), and with \(t=G^2/2p\) the fraction of the squared norm beyond \(G_c\) is

\[
\frac{\int_{G_c}^\infty G^{2l+2}e^{-G^2/2p}dG}{\int_0^\infty G^{2l+2}e^{-G^2/2p}dG}
=\frac{\int_{E_c/p}^\infty t^{\,l+1/2}e^{-t}dt}{\Gamma(l+\tfrac32)}
\equiv Q\!\left(l+\tfrac32,\frac{E_c}{p}\right). \tag{12}
\]

For a lost fraction of \(10^{-6}\), \(E_c/p\) is 15.3, 20.3 and 24.4 for \(l=0,2,4\). The polynomial factor moves weight to larger \(G\), so higher angular momenta need a larger constant. Equation (12) was tested against numerical radial transforms for three values of \(p\).

A product of non-s functions on two centres is a polynomial about \(\mathbf P\) of mixed degree, whose coefficients contain the fixed lengths \(\mathbf P-\mathbf A\) and \(\mathbf P-\mathbf B\). It is not a scaled copy of one function, and strict proportionality then holds for each homogeneous part separately.

**Absolute errors.** Consider a unit charge with density \((p/\pi)^{3/2}e^{-pr^2}\), whose transform is \(e^{-G^2/4p}\). Its Hartree energy beyond the cutoff, for an isolated charge, is

\[
\Delta E=\frac12\int_{G>G_c}\frac{d^3G}{(2\pi)^3}\frac{4\pi}{G^2}e^{-G^2/2p}
=\frac1\pi\int_{G_c}^\infty e^{-G^2/2p}dG
=\sqrt{\frac{p}{2\pi}}\,\operatorname{erfc}\sqrt{\frac{E_c}{p}} . \tag{13}
\]

The prefactor is the full self-energy, which grows as \(\sqrt p\). At fixed \(\Delta E\), the ratio \(x=E_c/p\) must therefore rise with \(p\). For large \(x\), \(\operatorname{erfc}\sqrt x\approx e^{-x}/\sqrt{\pi x}\), and so

\[
x+\tfrac12\ln x\approx\tfrac12\ln p+\text{constant}. \tag{14}
\]

For a loss of 1 meV, \(x\) is 6.94 at \(p=0.8\) Å⁻² and 8.79 at \(p=40\) Å⁻². The rise is 1.85, while (14) predicts \(\frac12\ln50-\frac12\ln(8.79/6.94)\approx1.84\). A fiftyfold change of exponent alters the constant by about 27%. Proportionality thus survives an absolute criterion up to a slow logarithm.

## Worked example

The parameters are round model values. Two centres 1.2 Å apart each carry s functions with exponents 20, 5, 1.25 and 0.4 Å⁻², in a cell of edge 8 Å. Two electrons occupy one orbital, the equal-weight sum of the eight functions, with each function normalized before the sum and the sum normalized afterwards. The density of this isolated molecule is repeated periodically; products of functions in different cells are left out. The tolerances are \(\varepsilon=\delta=10^{-5}\), the grid ratio is \(\alpha=3\), and there are four grids.

**Cutoffs.** Here \(\kappa=2\ln10^5=23.03\). Restoring units with \(\hbar^2/m=7.620\) eV Å² gives 175.46 eV Å² per unit of exponent. The sharpest product has \(p=20+20=40\) Å⁻² and needs \(175.46\times40\approx7018\) eV, or 257.9 hartree. This sets \(E_1\), with a spacing of 0.0732 Å. The other cutoffs are 2339, 780 and 260 eV.

**Points per Gaussian.** With \(\ln10^5=11.51\), equation (8) gives \(R/h=2\times11.51/\pi=7.33\), and (3) gives \(N_0=1649\). The upper limit is \(3^{3/2}N_0\approx8570\). Equation (10) gives a mean of 4200, and explicit counting over three grid ranges gives 4199.

**One assignment.** For \(p=2.5\) Å⁻² the need is 438.6 eV. Since \(7018/438.6=16\) and \(\log_3 16=2.52\), the product goes to grid \(1+2=3\). Equation (9) predicts \(1649\,(779.8/438.6)^{3/2}\approx3910\) points; the count is 3902. On the finest grid it would be \(1649\times16^{3/2}\approx105\,500\), against a count of 105 553.

For each of the ten distinct product exponents, a one-dimensional Gaussian was sampled on successive grids and transformed. In every case, the coarsest grid whose error stayed within \(\varepsilon\) was the one given by (4).

**Work.** Over all 36 function pairs, with points counted at the ideal spacings given by (1) and (2), the finest grid alone requires 3.19 million point evaluations and the multigrid 0.161 million, a factor of 19.8. The three pairs with \(p=0.8\) Å⁻² account for \(3\times583\,076\approx1.75\) million of the former, more than half. The factor belongs to this set of exponents and is not universal. The four grids together hold 1.247 times the points of the finest one. This slightly exceeds the limit 1.238 of (11), because the numbers of points per edge were rounded up to odd integers.

**Accuracy.** The density coefficients were compared with the analytic sum of (5). In this comparison, and for the energies below, each product was evaluated throughout the cell, so the errors measure the grid assignment and not the cut at radius \(R\). The work counts above assume that cut. With it, the multigrid density error rises to about \(1\times10^{-5}\), about \(8\times10^{-5}\) electrons are lost, and the Hartree energy falls by about \(7\times10^{-4}\) eV, so at \(\delta=\varepsilon\) the cut is the larger source of error. The error, relative to the norm of the density, is \(1.3\times10^{-6}\) both on the finest grid alone and on the multigrid. The equality is consistent with the assignment: the products with \(p=40\) Å⁻² sit on the finest grid in both cases, and they alone are close to their tolerance. Their cutoff amplitude is \(\varepsilon\) at the ideal spacing and \(0.7\,\varepsilon\) with the 111 points per edge actually used; the amplitudes that follow are for ideal spacings. The next product on that grid, \(p=25\) Å⁻², has \(\varepsilon^{40/25}=10^{-8}\). On the coarser grids the worst case is \(p=10\) Å⁻², whose cutoff amplitude is \(\varepsilon^{2339/1755}\approx2\times10^{-7}\).

The bound printed beside the multigrid error, \(5.3\times10^{-5}\), adds the norms of the separate products, each multiplied by \(\sqrt{2Q(3/2,\kappa)}\). The factor 2 counts the lost components and their aliases, with interference between aliases neglected. It is an estimate of the worst case, not of the error itself.

Moving every product one grid too coarse (those on grid 4 go to an added fifth grid with cutoff \(E_4/\alpha\)) raises the density error to \(5.5\times10^{-3}\), more than a thousandfold. With the bond midpoint on a grid point, as here, the Hartree energy of the periodic cell, 26.684 eV, changes by only \(1.4\times10^{-4}\) eV in that case, and with correct assignment its error is below \(10^{-11}\) eV. The size and sign of these energy errors depend on the position of the molecule relative to the grid, because the phases of the aliases do: at other positions the first ranges down to about \(-1.7\times10^{-4}\) eV and the second reaches about \(2\times10^{-11}\) eV in magnitude, while the density errors hardly change. Since the energy is \(\frac12V\sum_{\mathbf G\ne0}4\pi|\rho(\mathbf G)|^2/G^2\), an error \(\delta\rho\) changes it by \(V\sum_{\mathbf G\ne0}(4\pi/G^2)\left[\operatorname{Re}(\rho^*\delta\rho)+\frac12|\delta\rho|^2\right]\). Most of the density error lies near the faces of the largest reciprocal cube in use, where both the weight \(1/G^2\) and the coefficient \(\rho(\mathbf G)\) are small, so the energy is less sensitive than the density. In this example a converged Hartree energy is therefore a weaker check of the assignment than the density itself. The full list of cutoffs, grids and counts is in the numerical output below.

## Numbers as computed

```
eps = 1e-05, delta = 1e-05, alpha = 3 (dimensionless)
centre distance 1.2 angstrom, cell edge 8.0 angstrom
hbar^2/m = 7.6200 eV angstrom^2
kappa = 2 ln(1/eps) = 23.026 (dimensionless)
cutoff per exponent = 175.46 eV angstrom^2
finest cutoff = 7018.2 eV = 257.92 hartree
measured sampling error at matched cutoff = 1.0000e-05 (relative)
l = 0: E_c/p for lost norm fraction 1e-06 = 15.332 (atomic units)
l = 2: E_c/p for lost norm fraction 1e-06 = 20.261 (atomic units)
l = 4: E_c/p for lost norm fraction 1e-06 = 24.433 (atomic units)
p = 0.8 angstrom^-2: E_c/p for 1 meV lost Hartree energy = 6.941 (a.u.)
p = 40.0 angstrom^-2: E_c/p for 1 meV lost Hartree energy = 8.791 (a.u.)
N0 = 1649 points, upper limit alpha^1.5 N0 = 8570 points
mean points: counted 4199, formula 4200
grid: cutoff (eV), ideal spacing (angstrom), points per edge used
  1:   7018.2   0.0732   111
  2:   2339.4   0.1268    65
  3:    779.8   0.2196    37
  4:    259.9   0.3803    23
p (angstrom^-2), needed cutoff (eV), grid, points multigrid, points finest grid
   40.00   7018.2  1   1649    1649
   25.00   4386.4  1   3343    3343
   21.25   3728.4  1   4271    4271
   20.40   3579.3  1   4525    4525
   10.00   1754.6  2   2538   13186
    6.25   1096.6  2   5136   26700
    5.40    947.5  2   6398   33254
    2.50    438.6  3   3902  105553
    1.65    289.5  3   7303  196857
    0.80    140.4  4   4160  583076
number of distinct function pairs = 36
total points, finest grid only = 3186192
total points, multigrid = 160651
work ratio = 19.8
grid storage / finest grid: used 1.247, ideal limit 1.238
electrons on multigrid = 2.00000000
relative density error, finest grid only = 1.29e-06
relative density error, multigrid = 1.29e-06 (bound 5.30e-05)
relative density error, one grid too coarse = 5.51e-03
Hartree energy, analytic coefficients = 26.68357 eV
Hartree energy error, finest grid only = 1.61e-12 eV
Hartree energy error, multigrid = 6.55e-12 eV
Hartree energy error, one grid too coarse = 1.35e-04 eV
```
